# Dislocation pipes and effective diffusivity in the fast-exchange regime

## Problem

A single crystal contains straight dislocations with density $\rho=10^{12}\ \mathrm{m^{-2}}$, all parallel to the $z$ axis. Each is modelled as a pipe of radius $a=0.5$ nm, in which atoms diffuse with diffusivity $D_p$. In the surrounding lattice the diffusivity is $D_l$, and $D_p/D_l=10^6$. Tracer atoms of the host element spread along $z$. Pipe and lattice sites are equally favoured, so there is no segregation. Hart's fast-exchange regime means that each atom enters and leaves many pipes during the anneal.

(a) By what percentage do the dislocations raise the effective diffusivity along $z$?

(b) The crystal is nickel held near 950 K, with $D_l=10^{-15}\ \mathrm{cm^2/s}$ as a rough value. Is a hold of 100 000 hours in the fast-exchange regime? Is one of 1000 hours?

## A tempting solution

The pipes occupy the fraction

$$f=\pi a^2\rho=\pi(0.5\times10^{-9}\ \mathrm m)^2(10^{12}\ \mathrm{m^{-2}})=7.854\times10^{-7}$$

of any cross-section. With no segregation, this is also the fraction of atoms found in pipes at any moment. Diffusion distance grows as $\sqrt{Dt}$, so an atom in a pipe travels $\sqrt{10^6}=1000$ times as far as one in the lattice. Averaging the two distances gives

$$\frac{L}{L_l}=(1-f)+1000f=1+999f\approx1.0008 .$$

Diffusivity goes as the square of distance, so $D_{\rm eff}/D_l\approx1.0016$. The dislocations appear to raise the diffusivity by about 0.16 percent.

## Where it fails

The value of $f$ is right. The fault is in the use made of it: the average treats the atoms as two permanent populations, a tiny one that spends the whole anneal in pipes and a large one that never meets a pipe. Fast exchange means the opposite. After very many visits, every atom has spent nearly the same total time $ft$ in pipes and $(1-f)t$ in the lattice.

The displacement of one atom is then a sum of many independent pieces with zero mean. When the sum is squared and averaged, the cross terms vanish, so the squares of the pieces add, not their lengths:

$$\langle z^2\rangle=2D_l(1-f)t+2D_pft .$$

The factor 1000 must therefore enter as its square, $10^6$. This large number can make up for the smallness of $f$.

## Solution of part (a)

The same result follows from the diffusion equation, which also shows what "fast" must mean. Each dislocation owns an area $1/\rho$ of the cross-section. Replace this area by a circle of radius $R$ with the pipe at its centre:

$$\pi R^2=\frac1\rho,\qquad R=\frac1{\sqrt{\pi\rho}}=564.2\ \mathrm{nm},\qquad f=\frac{a^2}{R^2}.$$

We take the dislocations to be evenly spaced. By symmetry between neighbouring cells, no net flux then crosses the rim $r=R$. The tracer concentration $c(r,z,t)$ obeys

$$\frac{\partial c}{\partial t}=\frac1r\frac{\partial}{\partial r}\left(rD\frac{\partial c}{\partial r}\right)+D\frac{\partial^2c}{\partial z^2},$$

where $D(r)=D_p$ for $r<a$ and $D_l$ for $r>a$. Both $c$ and the radial flux are continuous at $r=a$; continuity of $c$ is where the absence of segregation enters.

Define the average over the cell by $\langle h\rangle=(2/R^2)\int_0^R h\,r\,dr$, and let $C=\langle c\rangle$. The radial term averages to $(2/R^2)\left[rD\,\partial c/\partial r\right]_0^R$, which is zero because the factor $r$ vanishes at the centre and the flux vanishes at the rim. Hence

$$\frac{\partial C}{\partial t}=\frac{\partial^2}{\partial z^2}\langle Dc\rangle .$$

If exchange keeps $c$ nearly uniform across the cell, then $c\approx C$ and $\langle Dc\rangle\approx\langle D\rangle C$. This is an ordinary diffusion equation with

$$D_{\rm eff}=\langle D\rangle=\frac2{R^2}\left[D_p\frac{a^2}2+D_l\frac{R^2-a^2}2\right]=fD_p+(1-f)D_l .$$

Divide by $D_l$ and insert the numbers:

$$\frac{D_{\rm eff}}{D_l}=1+f\left(\frac{D_p}{D_l}-1\right)=1+7.854\times10^{-7}\,(10^6-1)=1.785 .$$

**The effective diffusivity rises by 78.5 percent, or about 79 percent.** Pipes filling less than a millionth of the crystal carry $fD_p/D_{\rm eff}=44$ percent of the flux.

Two limits help in reading the formula. If $fD_p\ll D_l$, the pipes hardly matter. If $fD_p\gg D_l$, then $D_{\rm eff}\approx fD_p$, and the lattice serves mainly as a store of atoms waiting for their next ride. The present numbers lie near the crossover, $fD_p/D_l=0.785$.

## How fast is fast?

**The mean square alone does not reveal the regime.** Suppose the tracer starts in the plane $z=0$, spread evenly over the cell, with $\int C\,dz=1$. The quantity $m_0(r,t)=\int c\,dz$ starts uniform and equal to 1. It stays so, because a uniform $m_0$ drives no radial flux and the $z$ term integrates to zero. Multiply the averaged equation by $z^2$ and integrate by parts twice:

$$\frac{d\langle z^2\rangle}{dt}=2\int\langle Dc\rangle\,dz=2\langle Dm_0\rangle=2D_{\rm eff}.$$

So $\langle z^2\rangle=2D_{\rm eff}t$ from the start, even while most atoms have yet to meet a pipe. At such early times, however, the profile is a narrow peak of lattice atoms with a faint, very long tail of pipe atoms. Fast exchange is needed for the profile to become a single Gaussian.

**The first correction.** A slowly varying profile makes $c$ slightly non-uniform across the cell. Write

$$c=C+g(r)\frac{\partial^2C}{\partial z^2},\qquad\langle g\rangle=0,$$

and insert it in the diffusion equation. To leading order $\partial C/\partial t=D_{\rm eff}\,\partial^2C/\partial z^2$; terms with four $z$ derivatives are dropped here. The common factor $\partial^2C/\partial z^2$ cancels, leaving

$$\frac1r(rDg')'=-(D-D_{\rm eff}).$$

Let $\delta=D_p-D_l$. Then $D-D_{\rm eff}$ equals $(1-f)\delta$ in the pipe and $-f\delta$ in the lattice. Multiply by $r$ and integrate from the centre. In the pipe,

$$rD_pg'=-\frac{(1-f)\delta r^2}{2}.$$

In the lattice, using $a^2=fR^2$ in the last step,

$$rD_lg'=-\frac{(1-f)\delta a^2}2+\frac{f\delta(r^2-a^2)}2=-\frac\delta2(a^2-fr^2)=-\frac{f\delta}2(R^2-r^2).$$

This vanishes at $r=R$, as it must.

The averaged flux term is now $\langle Dc\rangle=D_{\rm eff}C+B\,\partial^2C/\partial z^2$ with $B=\langle Dg\rangle$. Since $\langle g\rangle=0$, we may subtract $D_{\rm eff}\langle g\rangle$, use the equation for $g$, and integrate by parts. The boundary terms vanish, so

$$B=\langle(D-D_{\rm eff})g\rangle=-\frac2{R^2}\int_0^Rg\,(rDg')'\,dr=\frac2{R^2}\int_0^RrDg'^2\,dr .$$

The pipe contributes

$$\frac2{R^2}\int_0^a\frac{(1-f)^2\delta^2r^3}{4D_p}dr=\frac{(1-f)^2\delta^2a^4}{8R^2D_p}=f^2\delta^2\,\frac{(1-f)^2R^2}{8D_p}.$$

The lattice contributes $f^2\delta^2J/(2D_lR^2)$, where

$$J=\int_a^R\frac{(R^2-r^2)^2}{r}dr=R^4\ln\frac Ra-R^2(R^2-a^2)+\frac{R^4-a^4}4 .$$

Using $a^2=fR^2$ again, the sum is

$$B=f^2\delta^2\left[\tau+\frac{(1-f)^2R^2}{8D_p}\right],\qquad \tau=\frac{R^2}{2D_l}\left[\ln\frac Ra-\frac34+f-\frac{f^2}4\right],$$

and the averaged equation becomes

$$\frac{\partial C}{\partial t}=D_{\rm eff}\frac{\partial^2C}{\partial z^2}+B\frac{\partial^4C}{\partial z^4}.$$

**The meaning of $\tau$.** Let $T(r)$ be the mean time a lattice atom at $r$ needs to reach a pipe. After a short time $dt$ the atom has used up $dt$ and moved a little, so $T=dt+T+D_l\nabla^2T\,dt$, or

$$D_l\frac1r(rT')'=-1,\qquad T(a)=0,\quad T'(R)=0.$$

One integration gives $rT'=(R^2-r^2)/(2D_l)$. For the cell average, count $T=0$ inside the pipe, replace $r$ by $-D_l(rT')'$, and integrate by parts:

$$\langle T\rangle=\frac2{R^2}\int_a^RT\,r\,dr=\frac{2D_l}{R^2}\int_a^RrT'^2dr=\frac{J}{2D_lR^2}=\tau .$$

Thus $\tau$ is the mean search time for a pipe.

**The criterion.** Take moments of the averaged equation for a spot that starts at $z=0$. Integration by parts gives $d\langle z^2\rangle/dt=2D_{\rm eff}$ and $d\langle z^4\rangle/dt=12D_{\rm eff}\langle z^2\rangle+24B$. At long times, when constants left by the initial transient can be dropped, $\langle z^4\rangle=12D_{\rm eff}^2t^2+24Bt$. The excess kurtosis, which is zero for a Gaussian, is

$$\frac{\langle z^4\rangle}{\langle z^2\rangle^2}-3=\frac{24Bt}{4D_{\rm eff}^2t^2}=\frac{6B}{D_{\rm eff}^2t}.$$

Here the pipe term in $B$ is negligible and $f\delta/D_{\rm eff}=0.44$, so the kurtosis is about $1.2\,\tau/t$. The regime requires $t\gg\tau$.

## Solution of part (b)

In convenient units $D_l=0.1\ \mathrm{nm^2/s}$. With $\ln(R/a)=7.029$,

$$\tau\approx\frac{(564.2\ \mathrm{nm})^2}{2(0.1\ \mathrm{nm^2/s})}(7.029-0.75)=1.0\times10^7\ \mathrm s,$$

or about 2800 hours.

The hold of 100 000 hours is $3.6\times10^8$ s, or 36 search times. The coefficient $B=6.16\times10^4\ \mathrm{nm^4/s}$ gives an excess kurtosis of 0.032, so the profile is close to Gaussian and one effective diffusivity describes it well out to about three standard deviations. Farther out, the positive excess leaves the thin tail noticeably above the Gaussian. The hold of 1000 hours is 0.36 search times. It is not in the fast-exchange regime, although the mean square for an even start still obeys the same formula. Randomly placed dislocations would leave some larger gaps and make the search somewhat longer, but neither answer would change.

The long hold can be followed through a single average atom. It spends $ft=283$ s in pipes, out of more than eleven years. Divided among 36 visits, this is about 8 s per visit, where quick returns to the same pipe count as one visit. Both the number and the length of the visits vary, so the total pipe time of individual atoms still scatters around this mean, by about 24 percent for evenly spaced dislocations and somewhat more for random ones. In 283 s at $D_p=10^5\ \mathrm{nm^2/s}$ it acquires an rms displacement of $\sqrt{2(10^5)(283)}\ \mathrm{nm}\approx7.5$ µm. The lattice part contributes 8.5 µm. Added in squares, they give 11.3 µm, in agreement with $\sqrt{2D_{\rm eff}t}$. The depth rises by 34 percent, because it follows the square root of the diffusivity.

## A profile that is too short

A second case shows the enhancement disappearing. Let the tracer vary as $\cos kz$. The averaged equation gives a decay rate $D_{\rm eff}k^2-Bk^4$, so the apparent diffusivity is $D_{\rm eff}-Bk^2$. For $kR=0.02$ the correction is $Bk^2/D_l=0.0008$, and the predicted ratio to $D_l$ is 1.7846. As a test, the full radial problem was solved for this $k$ by joining Bessel functions at the pipe wall; it also gives 1.7846.

Now take $kR=3$, a wavelength of 1.2 µm. During a visit of 8 s an atom moves about $\sqrt{2(10^5)(7.85)}\ \mathrm{nm}\approx1.25$ µm along the pipe, a full wavelength. It leaves with almost no memory of the crest or trough from which it came. The small-$k$ expansion no longer applies, but a direct estimate does: pipes remove lattice atoms from the pattern at a rate of about $1/\tau$, so

$$\frac{D}{D_l}\approx1+\frac1{D_lk^2\tau}\approx1+\frac{2}{(kR)^2(7.029-0.75)}=1.035 .$$

The Bessel solution gives 1.034. The gain has fallen from 79 percent to about 3 percent, since each atom must first find a pipe and making the ride faster now hardly helps.

## Pipes that are not aligned

Across a pipe the gain is tiny. Apply a unit concentration gradient perpendicular to it, and write $c=Ar\cos\phi$ inside and $c=(r+b/r)\cos\phi$ outside. Continuity of $c$ and of the radial flux at $r=a$ requires

$$A=1+\frac b{a^2},\qquad D_pA=D_l\left(1-\frac b{a^2}\right).$$

Eliminating $A$ gives $b/a^2=-\beta$, with $\beta=(D_p-D_l)/(D_p+D_l)$. The effective transverse diffusivity is the ratio of radial flux to $c/R$ at the rim:

$$D_\perp=D_l\frac{1-b/R^2}{1+b/R^2}=D_l\frac{1+f\beta}{1-f\beta}\approx D_l(1+2f).$$

The rise is $1.6\times10^{-4}$ percent. A transverse pipe is a short cut merely one nanometre long.

For long straight pipes in random directions, with the same total length per unit volume and so dilute that they act independently, a pipe at angle $\theta$ to the gradient feels the component $\cos\theta$ of it, and its flux projects back with another $\cos\theta$. The three components of a unit vector have squares that sum to 1, so the average of $\cos^2\theta$ is $1/3$. Therefore

$$D_{\rm random}=\frac{D_{\rm eff}+2D_\perp}3,$$

which is 26 percent above $D_l$. The answer of 79 percent thus belongs to aligned pipes.

## The model beside real nickel

Nickel parts under a protective oxide scale may serve for times of the order of the long hold, and 950 K is somewhat above half the melting temperature. The value of $D_l$ is rough: commonly quoted Arrhenius fits for nickel give about $4$ to $5\times10^{-16}\ \mathrm{cm^2/s}$ at 950 K. At the same diffusivity ratio this makes the long hold 13 to 18 search times, with an excess kurtosis of about 0.07 to 0.09, so both answers to part (b) stand. A density of $10^{12}\ \mathrm{m^{-2}}$ is plausible for a crystal that is neither heavily worked nor very carefully annealed. The pipe radius and the diffusivity ratio are round model values. Real dislocations point in many directions, which by itself moves the rise from 79 towards 26 percent. They also curve, and for separate lines the figure of 26 percent holds only if they stay straight over much more than the distance of about 1 µm that an atom rides per visit. At this density they may well bend within a micrometre or so, and the rise is then smaller still. A network is a different case: if straight segments, with no preferred direction overall, meet at nodes where their unit direction vectors sum to zero, a uniform gradient already conserves the flux at every node, and the factor $1/3$ survives however short the segments are.

Other changes also matter. Each of the following alters one setting and keeps the rest fixed.

- A pipe radius of 0.4 or 0.6 nm gives a rise of 50 or 113 percent, because $f\propto a^2$.
- Loss of half the dislocations by recovery gives 39 percent.
- If pipe and lattice have equal prefactors, the ratio $10^6$ at 950 K implies an activation energy lower by $k_BT\ln10^6=1.13$ eV in the pipe. The rise is then about 170 percent at 900 K and 39 percent at 1000 K. Cooling also lowers $D_l$ and lengthens $\tau$, so the profile takes longer to become a single Gaussian. With a lattice activation energy near 2.9 eV, the long hold at 900 K is only about five search times and the excess kurtosis is near 0.5, so the 170 percent describes the mean square rather than a single Gaussian profile.

A polycrystal would be a different problem. Suppose boundaries 0.5 nm wide and 100 µm apart lie parallel to $z$ and have the same diffusivity ratio. Their area fraction is $5\times10^{-6}$, which adds 500 percent to the sample-averaged mean square. The aligned dislocations hardly affect sideways motion, so the rms displacement towards a boundary is only about 8.5 µm. Most atoms would not reach a boundary, so this average would describe a bulk profile with a long tail, not one Gaussian. The single-crystal assumption is therefore essential to the example. The numerical output below lists the values used.

## Calculated quantities

```
Dislocation density: 1.0e+12 m^-2
Pipe radius a: 0.50 nm
Diffusivity ratio D_p/D_l: 1.0e+06
Lattice diffusivity (rough): 1.0e-15 cm2/s
Lattice diffusivity: 0.100 nm2/s
Pipe diffusivity: 1.0e-09 cm2/s
Temperature: 950 K
Holding time: 100000 h = 3.60e+08 s
Cell radius R: 564.2 nm
ln(R/a): 7.029
Pipe area fraction f: 7.8540e-07
D_eff/D_l: 1.78540
Rise of diffusivity: 78.54 percent
D_eff: 1.785e-15 cm2/s
Share of flux in pipes: 44.0 percent
rms depth, lattice only: 8.49 um
rms depth, with pipes: 11.34 um
Search time tau: 9.993e+06 s = 2776 h
Search time from grid: 9.993e+06 s
Holding time / tau: 36.0
1000 h / tau: 0.36
Total time in pipes, f t: 283 s
Time per visit, f tau: 7.85 s
B: 6.164e+04 nm4/s
B from exact decay rate: 6.158e+04 nm4/s
Excess kurtosis at end: 0.0322
Exact D/D_l at kR = 0.02: 1.78462
Exact D/D_l at kR = 3.0: 1.0338
Cumulant growth, grid/formula: 1.0001
Transverse rise: 1.57e-04 percent
Rise, random directions: 26.2 percent
Rise for a = 0.4 nm: 50.3 percent
Rise for a = 0.6 nm: 113.1 percent
Rise at half the density: 39.3 percent
Activation energy gap implied: 1.131 eV
Rise at 900 K: 169 percent
Rise at 1000 K: 39 percent
Grain boundary width: 0.5 nm
Grain size if polycrystal: 100 um
Mean rise from boundaries: 500 percent
```
